**Polarization quantum of a spin-paired orthorhombic insulator**

The program examines the result $Q=2e/(ab)$, where $a$ and $b$ are the cell edges perpendicular to the polarization axis, $e$ is the elementary charge, and all nuclear charges are even. For edges of 5.24 and 5.06 angstrom it prints 120.853 microcoulombs per square centimetre and asserts that this rounds to 121. In a two-orbital model it asserts that explicitly built Wannier functions have the centre given by the Berry phase, modulo a cell, and that a phase winding of three turns moves the centre by three cells. A separate assertion covers the mixing of two bands by a matrix that depends on crystal momentum. A search over integer combinations finds a charge step of 2 for electron pairs with nuclear charges 72 and 8, and a step of 1 when the nuclear charge is 13. On an open path, the integrated adiabatic current and the Berry-phase difference both give −0.0024537 $e$/bohr². On a closed cycle the current transports one quantum for both tested cell lengths along the axis, 5.00 and 7.00 angstrom. The model shares only its transverse lengths with the hafnia cell and does not predict hafnia's spontaneous polarization.

## Verification by program

```python
"""
Result under test: in a spin-paired insulator with a primitive orthorhombic
cell and even nuclear charges, polarization along z is defined modulo
Q = 2 e / (a b), where a and b are the cell edges perpendicular to z.

Symbols: c = cell edge along z, lam = parameter of a slow change,
kx, ky, kz = crystal momentum. Atomic units are used inside the program.
The test model has orbitals at z = 0 and z = c/2, alternating bonds,
alternating site energies and transverse dispersion. It is a generic
two-band insulator, not a band model of hafnia.
"""
import itertools
import numpy as np
from scipy import constants as const

bohr_m = const.physical_constants["Bohr radius"][0]
angstrom = const.angstrom / bohr_m
to_micro = const.e / bohr_m**2 * 100.0   # e/bohr^2 to microcoulomb/cm^2

a_ang, b_ang = 5.24, 5.06
a, b = a_ang * angstrom, b_ang * angstrom
area = a * b
quantum = 2.0 / area
quantum_micro = quantum * to_micro

hop, bond_amp, site_amp, side_amp = 0.10, 0.06, 0.12, 0.02


def hamiltonian(kx, ky, kz, lam, c):
    """Bloch matrix including the true orbital positions in its phases."""
    kx, ky, kz, lam = np.broadcast_arrays(kx, ky, kz, lam)
    site = site_amp * np.sin(lam)
    site = site + side_amp * (np.cos(kx * a) + np.cos(ky * b))
    bond = bond_amp * np.cos(lam)
    link = ((hop + bond) * np.exp(0.5j * kz * c)
            + (hop - bond) * np.exp(-0.5j * kz * c))
    matrix = np.empty(kz.shape + (2, 2), complex)
    matrix[..., 0, 0] = site
    matrix[..., 1, 1] = -site
    matrix[..., 0, 1] = link
    matrix[..., 1, 0] = link.conj()
    return matrix


def displacement_rate(kx, ky, kz, lam, c):
    """Adiabatic dz/dlam of the lower band from perturbation theory."""
    step = 1e-4
    energy, states = np.linalg.eigh(hamiltonian(kx, ky, kz, lam, c))
    low, high = states[..., :, 0], states[..., :, 1]
    dk = (hamiltonian(kx, ky, kz + step, lam, c)
          - hamiltonian(kx, ky, kz - step, lam, c)) / (2 * step)
    dl = (hamiltonian(kx, ky, kz, lam + step, c)
          - hamiltonian(kx, ky, kz, lam - step, c)) / (2 * step)
    velocity = np.einsum("...i,...ij,...j->...", low.conj(), dk, high)
    driving = np.einsum("...i,...ij,...j->...", high.conj(), dl, low)
    gap = energy[..., 1] - energy[..., 0]
    return 2 * np.imag(velocity * driving) / gap**2, gap.min()


def berry_centre(kx, ky, lam, c, points):
    """Band centre along z from the phase of a closed chain of overlaps."""
    kz = 2 * np.pi * np.arange(points) / (points * c)
    matrix = hamiltonian(np.asarray(kx)[..., None],
                         np.asarray(ky)[..., None], kz, lam, c)
    low = np.linalg.eigh(matrix)[1][..., :, 0]
    last = low[..., :1, :] * np.array([1.0, -1.0])
    following = np.concatenate((low[..., 1:, :], last), axis=-2)
    overlaps = np.sum(low.conj() * following, axis=-1)
    return -c * np.angle(np.prod(overlaps, axis=-1)) / (2 * np.pi)


def fold(length, c):
    return (length + c / 2) % c - c / 2


def wannier_centre(winding, wiggle, lam, c, cells=200):
    """Position average of an explicitly constructed Wannier function."""
    kz = 2 * np.pi * np.arange(cells) / (cells * c)
    matrix = hamiltonian(0.0, 0.0, kz, lam, c)
    site, link = matrix[:, 0, 0].real, matrix[:, 0, 1]
    root = np.sqrt(site**2 + abs(link)**2)
    state = np.stack((root - site, -link.conj()), axis=1)
    state = state / np.linalg.norm(state, axis=1)[:, None]
    beta = winding * kz * c + wiggle * np.sin(kz * c)
    state = state * np.exp(-1j * beta)[:, None]
    cell_z = (np.arange(cells) - cells // 2) * c
    weight, centre = 0.0, 0.0
    for orbital, offset in enumerate((0.0, c / 2)):
        z = cell_z + offset
        wave = np.exp(1j * np.outer(z, kz)) @ state[:, orbital] / cells
        weight += np.sum(abs(wave)**2)
        centre += np.sum(z * abs(wave)**2)
    assert abs(weight - 1) < 1e-10
    return centre


# Wannier centre, Berry phase and the effect of a phase winding
c_model_ang = 5.00
c_model = c_model_ang * angstrom
lam_test, winding = 0.8, 3
centre_plain = wannier_centre(0, 0.0, lam_test, c_model)
centre_wiggle = wannier_centre(0, 0.4, lam_test, c_model)
centre_wound = wannier_centre(winding, 0.4, lam_test, c_model)
centre_phase = float(berry_centre(0.0, 0.0, lam_test, c_model, 4000))
assert abs(fold(centre_plain - centre_phase, c_model)) < 1e-4
assert abs(centre_wiggle - centre_plain) < 1e-7
assert abs(centre_wound - centre_plain - winding * c_model) < 1e-7


# Mixing of two occupied bands by noncommuting, k-dependent rotations
def band_mixing(angle):
    p, q = 0.7 * np.sin(angle), 0.5 * np.cos(angle)
    real_turn = np.array([[np.cos(p), -np.sin(p)], [np.sin(p), np.cos(p)]])
    complex_turn = np.array([[np.cos(q), 1j * np.sin(q)],
                             [1j * np.sin(q), np.cos(q)]])
    phases = np.diag([np.exp(-2j * angle), np.exp(1j * angle)])
    return real_turn @ phases @ complex_turn


samples = []
for angle in 2 * np.pi * np.arange(64) / 64:
    slope = (band_mixing(angle + 1e-4) - band_mixing(angle - 1e-4)) / 2e-4
    samples.append(1j * np.trace(band_mixing(angle).conj().T @ slope))
mixing_shift = np.mean(samples)
assert abs(mixing_shift - 1) < 1e-6


# Smallest common charge step from electron pairs and ion relabelling
def smallest_step(charges):
    values = [abs(sum(n * q for n, q in zip(numbers, charges)))
              for numbers in itertools.product(range(-40, 41),
                                               repeat=len(charges))]
    return min(value for value in values if value > 0)


step_hafnia = smallest_step((2, 72, 8))
step_odd = smallest_step((2, 13))
assert step_hafnia == 2 and step_odd == 1

# Open path: integrated current against the difference of Berry phases
side = 2 * np.pi * np.arange(6) / 6
kx_grid, ky_grid = np.meshgrid(side / a, side / b, indexing="ij")
lam_start, lam_end = 0.3, 1.0
nodes, weights = np.polynomial.legendre.leggauss(16)
lam_nodes = lam_start + (lam_end - lam_start) * (nodes + 1) / 2
lam_weights = weights * (lam_end - lam_start) / 2
kz_grid = 2 * np.pi * np.arange(64) / (64 * c_model)
rate, _ = displacement_rate(kx_grid[:, :, None, None],
                            ky_grid[:, :, None, None],
                            kz_grid[:, None], lam_nodes, c_model)
shift_current = np.sum(rate.mean(axis=(0, 1, 2)) * lam_weights)
phase_change = fold(berry_centre(kx_grid, ky_grid, lam_end, c_model, 400)
                    - berry_centre(kx_grid, ky_grid, lam_start, c_model, 400),
                    c_model)
open_current = -2 * shift_current / (area * c_model)
open_phase = -2 * phase_change.mean() / (area * c_model)
assert abs(open_current) > 0.01 * quantum
assert abs(open_current - open_phase) < 1e-4 * quantum

# Closed cycle: transported charge for two different lengths along z
lam_cycle = 2 * np.pi * np.arange(64) / 64
cycle_results = []
for c_ang in (c_model_ang, 7.00):
    c = c_ang * angstrom
    kz_grid = 2 * np.pi * np.arange(64) / (64 * c)
    rate, gap = displacement_rate(kx_grid[:, :, None, None],
                                  ky_grid[:, :, None, None],
                                  kz_grid[:, None], lam_cycle, c)
    shifts = 2 * np.pi * rate.mean(axis=(2, 3))
    change = -2 * shifts.mean() / (area * c)
    assert gap > 0.01
    assert np.max(abs(abs(shifts / c) - 1)) < 1e-4
    assert np.ptp(shifts / c) < 1e-4
    assert abs(abs(change) - quantum) < 1e-4 * quantum
    cycle_results.append((c_ang, shifts.min() / c, shifts.max() / c,
                          change, gap))

# Numerical result and influence of rounding in the stated lengths
half_digit = 0.005
low_micro = (2 * const.e / ((a_ang + half_digit) * (b_ang + half_digit)
             * const.angstrom**2) * 100)
high_micro = (2 * const.e / ((a_ang - half_digit) * (b_ang - half_digit)
              * const.angstrom**2) * 100)
assert low_micro < quantum_micro < high_micro
assert round(quantum_micro) == 121
switch_chosen = 100.0
switch_other = switch_chosen - quantum_micro
assert switch_other < 0

print(f"Transverse length a: {a_ang:.2f} angstrom = {a:.5f} bohr")
print(f"Transverse length b: {b_ang:.2f} angstrom = {b:.5f} bohr")
print(f"Transverse area: {area:.4f} bohr^2")
print(f"Polarization quantum: {quantum:.7f} e/bohr^2")
print(f"Conversion: 1 e/bohr^2 = {to_micro:.3f} microcoulomb/cm^2")
print(f"Polarization quantum: {quantum_micro:.3f} microcoulomb/cm^2")
print(f"Half last digit of lengths: {half_digit:.3f} angstrom")
print(f"Lower rounding limit: {low_micro:.2f} microcoulomb/cm^2")
print(f"Upper rounding limit: {high_micro:.2f} microcoulomb/cm^2")
print(f"Chosen switching change: {switch_chosen:.2f} microcoulomb/cm^2")
print(f"One quantum lower: {switch_other:.2f} microcoulomb/cm^2")
print(f"Charge step, pairs with Z=72 and Z=8: {step_hafnia} e")
print(f"Charge step, pairs with an odd Z=13: {step_odd} e")
print(f"Model hopping: {hop:.2f} hartree")
print(f"Model bond alternation: {bond_amp:.2f} hartree")
print(f"Model site alternation: {site_amp:.2f} hartree")
print(f"Model transverse term: {side_amp:.2f} hartree")
print(f"Model length c: {c_model:.5f} bohr")
print(f"Wannier test parameter lam: {lam_test:.1f} rad")
print(f"Explicit Wannier centre: {centre_plain:.5f} bohr")
print(f"Berry-phase centre: {centre_phase:.5f} bohr")
print(f"Phase winding applied: {winding} turns")
print(f"Centre after winding: {centre_wound:.5f} bohr")
print(f"Centre shift: {(centre_wound - centre_plain) / c_model:.6f} cells")
print(f"Two-band mixing shift: {mixing_shift.real:.6f} cells")
print(f"Open path lam: {lam_start:.1f} to {lam_end:.1f} rad")
print(f"Open-path change from current: {open_current:.7f} e/bohr^2")
print(f"Open-path change from phases: {open_phase:.7f} e/bohr^2")
for c_ang, least, most, change, gap in cycle_results:
    print(f"Cycle with c = {c_ang:.2f} angstrom:")
    print(f"  least shift over transverse k: {least:.6f} cells")
    print(f"  greatest shift over transverse k: {most:.6f} cells")
    print(f"  polarization change: {change:.7f} e/bohr^2")
    print(f"  smallest gap on the grid: {gap:.4f} hartree")
print("verified")
```

Output:

```
Transverse length a: 5.24 angstrom = 9.90216 bohr
Transverse length b: 5.06 angstrom = 9.56201 bohr
Transverse area: 94.6846 bohr^2
Polarization quantum: 0.0211227 e/bohr^2
Conversion: 1 e/bohr^2 = 5721.477 microcoulomb/cm^2
Polarization quantum: 120.853 microcoulomb/cm^2
Half last digit of lengths: 0.005 angstrom
Lower rounding limit: 120.62 microcoulomb/cm^2
Upper rounding limit: 121.09 microcoulomb/cm^2
Chosen switching change: 100.00 microcoulomb/cm^2
One quantum lower: -20.85 microcoulomb/cm^2
Charge step, pairs with Z=72 and Z=8: 2 e
Charge step, pairs with an odd Z=13: 1 e
Model hopping: 0.10 hartree
Model bond alternation: 0.06 hartree
Model site alternation: 0.12 hartree
Model transverse term: 0.02 hartree
Model length c: 9.44863 bohr
Wannier test parameter lam: 0.8 rad
Explicit Wannier centre: 4.06893 bohr
Berry-phase centre: 4.06893 bohr
Phase winding applied: 3 turns
Centre after winding: 32.41482 bohr
Centre shift: 3.000000 cells
Two-band mixing shift: 1.000000 cells
Open path lam: 0.3 to 1.0 rad
Open-path change from current: -0.0024537 e/bohr^2
Open-path change from phases: -0.0024537 e/bohr^2
Cycle with c = 5.00 angstrom:
  least shift over transverse k: 1.000000 cells
  greatest shift over transverse k: 1.000000 cells
  polarization change: -0.0211227 e/bohr^2
  smallest gap on the grid: 0.1600 hartree
Cycle with c = 7.00 angstrom:
  least shift over transverse k: 1.000000 cells
  greatest shift over transverse k: 1.000000 cells
  polarization change: -0.0211227 e/bohr^2
  smallest gap on the grid: 0.1600 hartree
verified
```
